# From Mott to Efros–Shklovskii Hopping: The Effect of a Coulomb Gap

Suppose that the hopping conductivity of a defective insulating film is extrapolated to low temperature with the law for a constant density of localized states. For the film computed below, that law gives \(\ln(\sigma/\sigma_0)=-42\) at 10 K. When the Coulomb interaction between the localized electrons is allowed to shape the density of states, the model used below gives \(\ln(\sigma/\sigma_0)=-92\) for the same film. The two results differ by more than twenty orders of magnitude because the constant-density law counts states near the Fermi level that the interaction has removed. The size of this difference depends on a coefficient that the model fixes only roughly: including the full attraction between the hopping electron and the hole it leaves behind would reduce it to roughly ten orders.

## Model and statement

Each site \(i\) in three dimensions holds one localized state, with amplitude decaying as \(e^{-r/\xi}\) and occupation \(n_i=0\) or 1. The energy is

\[
H=\sum_i\phi_i n_i+\frac12\sum_{i\neq j}\frac{U}{r_{ij}}(n_i-q)(n_j-q),\qquad U=\frac{e^2}{4\pi\varepsilon_0\kappa}. \tag{1}
\]

Here \(\phi_i\) is the random site energy, \(q\) a uniform neutralizing background and \(\kappa\) the relative permittivity of the host. \(U\) is an energy times a length. The interaction is unscreened, and without it the density of states near the Fermi level would be a constant \(g_0\). Conduction is ohmic and proceeds by phonon-assisted hops of single electrons.

At sufficiently low temperature the result is

\[
\ln\frac{\sigma}{\sigma_0}=-\left(\frac{T_{ES}}{T}\right)^{1/2},\qquad kT_{ES}=\beta_{ES}\frac{U}{\xi}. \tag{2}
\]

The logarithm of \(\sigma/\sigma_0\), not of \(\sigma\) itself, is proportional to \(-T^{-1/2}\). The prefactor \(\sigma_0\) is treated as constant, since its power-law dependence on \(T\) is weak beside the exponential. The exponent \(1/2\) rests on a quadratic density of states, which follows from a stability condition together with a closure assumption.

## Why a constant density is unstable

Let \(\varepsilon_i\) be the cost of adding an electron at site \(i\) with all others fixed, measured from the Fermi level:

\[
\varepsilon_i=\phi_i+\sum_{j\neq i}\frac{U}{r_{ij}}(n_j-q). \tag{3}
\]

In the ground state, occupied sites have \(\varepsilon_i<0\) and empty ones \(\varepsilon_j>0\). Move an electron from \(i\) to \(j\). Removing it changes the energy by \(-\varepsilon_i\). Its absence lowers the level at \(j\) to \(\varepsilon_j-U/r_{ij}\), which is then the cost of adding it there. The total cost cannot be negative in the ground state:

\[
\Delta E=\varepsilon_j-\varepsilon_i-\frac{U}{r_{ij}}\ge 0. \tag{4}
\]

An empty state at \(\varepsilon>0\) and an occupied one at \(-\varepsilon'<0\) must therefore be at least \(U/(\varepsilon+\varepsilon')\) apart.

Test a constant density against this condition. If positions were uncorrelated, the expected number of forbidden partners of a state at \(\varepsilon\) would be

\[
\int_0^\infty g_0\,\frac{4\pi}{3}\frac{U^3}{(\varepsilon+\varepsilon')^3}\,d\varepsilon'
=\frac{2\pi}{3}\frac{g_0U^3}{\varepsilon^2}. \tag{5}
\]

This diverges as \(\varepsilon\to0\). The density must be depleted below an energy of order \(\sqrt{g_0U^3}\).

## The quadratic gap

For randomly placed points, the probability that a region is empty is the exponential of minus the expected number of points in it. This suggests the closure

\[
g(\varepsilon)=g_0\exp\left[-s\frac{4\pi}{3}\int_0^\infty\frac{U^3g(\varepsilon')}{(\varepsilon+\varepsilon')^3}\,d\varepsilon'\right], \tag{6}
\]

with \(g(-\varepsilon)=g(\varepsilon)\). The weight \(s\) is a choice: \(s=1\) charges every forbidden pair fully to each member, and \(s=1/2\) divides the charge between the two. Equation (6) neglects other correlations between positions.

Try \(g=\alpha\varepsilon^2/U^3\) up to a cutoff \(\Lambda\), above which the integral adds only a constant as \(\varepsilon\to0\). With \(y=\varepsilon'/\varepsilon\), \(Y=\Lambda/\varepsilon\) and \(u=1+y\), the integral without its prefactor is

\[
\alpha\int_0^Y\frac{y^2\,dy}{(1+y)^3}
=\alpha\int_1^{1+Y}\left(\frac1u-\frac2{u^2}+\frac1{u^3}\right)du
=\alpha\left[\ln(1+Y)+\frac{2}{1+Y}-\frac{1}{2(1+Y)^2}-\frac32\right]. \tag{7}
\]

For \(\varepsilon\ll\Lambda\) this is \(\alpha\ln(\Lambda/\varepsilon)\) plus a constant. The right side of (6) then varies as \(\varepsilon^{4\pi s\alpha/3}\). The left side varies as \(\varepsilon^2\), so

\[
\frac{4\pi s\alpha}{3}=2,\qquad \alpha=\frac{3}{2\pi s}. \tag{8}
\]

The power 2 does not depend on \(s\), but the coefficient does. Numerical solutions of (6), examined between \(10^{-14}\) and \(10^{-9}\) of \(\sqrt{g_0U^3}\), have power 2.01 for both \(s=1/2\) and \(s=1\). At the lower end of this range their coefficients, 0.96 and 0.48, agree with (8) to about 1%. The approach to the limit is slow and oscillating: for \(s=1/2\), \(gU^3/\varepsilon^2\) is about 0.4 times its limiting value at \(10^{-2}\) of \(\sqrt{g_0U^3}\) and 1.7 times at \(10^{-1}\). Below, \(s=1/2\) and \(\alpha=3/\pi\).

A check that does not use (6) takes 16 periodic lattices of \(8^3\) half-filled sites, with \(\phi_i\) uniform between \(-1\) and 1 in units of \(U\) per lattice spacing. Each is relaxed until no single-electron move lowers its energy. The number of levels within \(\pm0.4\) of the Fermi level is 13.7 times that within \(\pm0.2\). Without interaction the ratio is 2.0, and a purely quadratic density would give \(2^3=8\). The simulation confirms strong depletion but does not establish the power 2: over this range the density in these samples falls faster than quadratically. The samples are small, and they are stable against single moves without necessarily being ground states.

## From hops to a critical exponent

The squared overlap of two states gives a hopping rate the factor \(e^{-2r/\xi}\). Occupation and phonon factors give \(e^{-\varepsilon_{ij}/kT}\) when the energies are large compared with \(kT\). There are two cases.

- If \(\varepsilon_i<0<\varepsilon_j\), the first site is almost surely full and the second empty. The absorbed phonon costs \(\varepsilon_j-\varepsilon_i=|\varepsilon_i|+|\varepsilon_j|\).
- If \(0<\varepsilon_i<\varepsilon_j\), site \(i\) is full with probability \(e^{-\varepsilon_i/kT}\), and the phonon contributes \(e^{-(\varepsilon_j-\varepsilon_i)/kT}\). The product contains \(\varepsilon_j\), the larger energy. Two negative levels give \(\max(|\varepsilon_i|,|\varepsilon_j|)\) in the same way, with holes in place of electrons.

Both cases are contained in

\[
w_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT},\qquad
\varepsilon_{ij}=\tfrac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right). \tag{9}
\]

The attraction \(U/r\) in (4) has been left out of \(\varepsilon_{ij}\) for now. A small voltage \(V\) across the pair makes the forward and backward rates differ by a factor \(e^{eV/kT}\approx1+eV/kT\). The current is therefore proportional to \(V\), with conductance \((e^2/kT)\) times the equilibrium rate, that is, proportional to \(e^{-w_{ij}}\).

These conductances spread over many powers of \(e\). Let \(\eta\) be the smallest value for which the bonds with \(w_{ij}\le\eta\) connect the electrodes. Much better bonds add little series resistance, and much worse ones carry little current in parallel. Hence, to leading exponential order,

\[
\ln(\sigma/\sigma_0)\simeq-\eta. \tag{10}
\]

Kirchhoff's equations, solved for random networks of the example at 300 K and 30 K, give a change in the logarithm of the conductance equal to 1.02 times the change in \(-\eta\). In this calculation bonds with \(w_{ij}>\eta+2\) were dropped and those with \(w_{ij}<\eta-8\) were given the conductance at \(\eta-8\), so it tests the part played by bonds near the critical one, not the neglect of much worse bonds.

## Scaling and the two laws

Since \(\varepsilon_{ij}\ge\max(|\varepsilon_i|,|\varepsilon_j|)\), a bond with \(w_{ij}\le\eta\) joins sites with \(|\varepsilon|\le\eta kT\) over a distance \(r\le\eta\xi/2\). Measure energies in \(\eta kT\) and lengths in \(\eta\xi/2\). The bond condition becomes "scaled length plus scaled energy at most 1", which contains no parameter. For a density of states of fixed shape, the one remaining parameter is the number of sites per unit scaled volume, and this must have its threshold value \(\nu\):

\[
N(\eta kT)\left(\frac{\eta\xi}{2}\right)^3=\nu,\qquad N(E)=\int_{-E}^{E}g(\varepsilon)\,d\varepsilon. \tag{11}
\]

For \(g=A|\varepsilon|^m\), \(N(E)=2AE^{m+1}/(m+1)\). Equation (11) then gives

\[
\frac{2A}{m+1}(kT)^{m+1}\left(\frac{\xi}{2}\right)^3\eta^{m+4}=\nu_m,
\qquad \eta\propto T^{-(m+1)/(m+4)}. \tag{12}
\]

**Constant density.** Put \(m=0\) and \(A=g_0\). The left side is \(g_0kT\xi^3\eta^4/4\), so

\[
\eta=\left(\frac{T_M}{T}\right)^{1/4},\qquad kT_M=\frac{\beta_M}{g_0\xi^3},\qquad \beta_M=4\nu_0. \tag{13}
\]

**Coulomb gap.** Put \(m=2\) and \(A=\alpha/U^3\). The left side is \(\alpha(kT\xi/U)^3\eta^6/12\). Taking the cube root of the resulting \(\eta^6\) gives

\[
\eta^2=\left(\frac{12\nu_2}{\alpha}\right)^{1/3}\frac{U}{\xi kT}, \tag{14}
\]

which is (2) with \(\beta_{ES}=(12\nu_2/\alpha)^{1/3}\). The bare density \(g_0\) has dropped out: deep in the gap, the interaction alone sets the density.

The omitted attraction does not alter the exponent. At the longest hop, its ratio to the energy window is

\[
\frac{U/(\eta\xi/2)}{\eta kT}=\frac{2U}{\xi kT\,\eta^2}=\frac{2}{\beta_{ES}}, \tag{15}
\]

which is independent of temperature. It therefore enters the scaled problem as a constant and changes only the coefficient.

In two dimensions with the same \(1/r\) interaction, the sphere in (6) becomes a disc of area \(\pi U^2/(\varepsilon+\varepsilon')^2\). A linear density \(g=\alpha_2\varepsilon/U^2\) now produces the logarithm, and \(N\propto E^2\). The condition \(N(\eta kT)(\eta\xi/2)^2=\text{const}\) gives \(\eta^4\propto T^{-2}\), again the power \(1/2\). A constant density gives \(\eta^3\propto T^{-1}\), the power \(1/3\).

## The change from one law to the other

A density that joins both limits is

\[
g(\varepsilon)=\frac{g_0\varepsilon^2}{\varepsilon^2+\Delta^2},\qquad \Delta^2=\frac{g_0U^3}{\alpha}. \tag{16}
\]

For \(|\varepsilon|\ll\Delta\) it becomes \(\alpha\varepsilon^2/U^3\), and for \(|\varepsilon|\gg\Delta\) it becomes \(g_0\). The form between the limits is a model choice. The solution of (6) with \(s=1/2\) is larger than (16) at energies above about \(0.05\Delta\), by a factor of 2.4 at \(0.3\Delta\), 1.4 at \(\Delta\) and 1.1 at \(2\Delta\), and would lower the exponents computed below by about 6% at 300 K and 13% at 10 K. At 10 K this raises the conductivity by about five orders of magnitude, so the value there depends strongly on the assumed form. This \(g\) lies below both limiting densities at every nonzero energy. Removing sites can only remove paths, so in a large sample \(\eta\) is at least as large as either limiting law predicts. Those laws cross where \((T_{ES}/T)^2=T_M/T\), at

\[
T_x=\frac{T_{ES}^2}{T_M}. \tag{17}
\]

This temperature does not mark the start of half-power behaviour. That also requires the window \(\eta kT\) to lie inside the gap. Inserting (2), \(\eta kT=k\sqrt{T_{ES}T}\) equals \(\Delta\) when \(\eta=kT_{ES}/\Delta\), which by (16) is

\[
\eta_\Delta=\frac{\beta_{ES}U}{\xi\Delta}=\frac{\beta_{ES}\sqrt{\alpha}}{\xi\sqrt{g_0U}}. \tag{18}
\]

## Example: a defect-rich low-k film

Take \(\kappa=3\), \(\xi=0.5\) nm and \(g_0=5\times10^{19}\ \mathrm{eV^{-1}cm^{-3}}=0.05\ \mathrm{eV^{-1}nm^{-3}}\). Then \(U=0.480\) eV nm and

\[
\Delta=\sqrt{\frac{0.05\times0.480^3}{0.955}}\ \text{eV}=0.076\ \text{eV}.
\]

The exponent \(\eta\) is found from (9), without using (11), as the mean over four random networks of 3000 sites at each temperature:

| \(T\) (K) | \(\eta\) | \(\eta kT\) (eV) | \(\log_{10}(\sigma/\sigma_0)\) |
|---|---|---|---|
| 300 | 22.1 | 0.57 | −9.6 |
| 100 | 33.2 | 0.29 | −14.4 |
| 30 | 55.8 | 0.14 | −24.2 |
| 10 | 92.2 | 0.080 | −40.1 |
| 1 | 286 | 0.025 | −124 |

Write \(\eta\propto T^{-p}\) between neighbouring rows. Then \(p=0.37\), 0.43, 0.46 and 0.49 on cooling, and \(p=0.50\) between 1 K and 0.1 K. With constant density, networks at 300 K and 3 K give \(p=0.25\). The coldest rows test the limit for the form (16) in an unbounded solid; they are not proposed measurements. With the density that solves (6), the slow oscillation found above carries over to the conductivity: \(p\) is about 0.52 between 10 K and 1 K and about 0.55 between 1 K and 0.1 K, and it settles at \(1/2\) only at still lower temperatures.

The point at 0.1 K, where \(\eta=900\), fixes \(\beta_{ES}=7.3\), hence

\[
kT_{ES}=\frac{7.27\times0.480}{0.5}\ \text{eV}=6.98\ \text{eV},\qquad T_{ES}=8.1\times10^4\ \text{K}.
\]

Networks of 1000 sites give \(\beta_{ES}=7.5\), so an error of 5 to 10% from the finite size and the electrodes is plausible. Larger periodic networks without electrodes give \(\beta_{ES}\approx7.6\), \(\beta_M\approx17\), \(T_x\approx220\) K and \(\eta\approx95\) at 10 K in place of 92.2, so the last digit of the tabulated values is not significant. If the attraction is included but allowed to remove at most the smaller of the two site energies, \(\beta_{ES}\) becomes 6.5 and the power stays 0.50. This cap hides most of the effect. If the full cost (4) is used for pairs on opposite sides of the Fermi level, \(\beta_{ES}\) falls to about 4 (between 3.7 and 4.8, depending on the energy range sampled and on how the randomly placed pairs that violate (4) are treated), and the value usually quoted in the literature is 2.8. With \(\beta_{ES}=4\), equation (2) gives \(\eta\approx67\) at 10 K. The coefficient, unlike the power, is therefore uncertain by a factor of two or more.

The constant-density networks give \(\beta_M=17.5\) and \(T_M=3.3\times10^7\) K. From (13) and (14), the threshold site numbers are \(\nu_0=17.5/4=4.4\) and \(\nu_2=7.27^3\times0.955/12=31\). The quadratic case needs more sites because \(7/8\) of them lie in the outer half of the energy window, against \(1/2\) for constant density, and a site there can use only hops shorter than half the maximum.

The limiting laws cross at \(T_x\approx200\) K, whereas (18) gives \(\eta_\Delta=6.98/0.076\approx92\), reached near 10 K. Between these temperatures neither power describes the model well, and above \(T_x\) the quarter power is approached only slowly, provided the band has no edges. In a band 1.5 eV wide, the energy window reaches the edges between 300 and 600 K, so this film has no true quarter-power regime. Even at 300 K the gap matters: in this model \(\eta\) is 22.1 instead of 18.1, which lowers the conductivity by a factor of about 50 at fixed \(\sigma_0\). That factor is an overestimate, because (16) is a zero-temperature density. At 300 K \(kT\) is about a third of \(\Delta\), and thermal rearrangement of the electrons partly fills the gap.

With \(\beta_{ES}=7.3\), the half-power regime is out of reach of measurement in this film. The conclusion is sensitive to the coefficient, since (18) gives \(\eta_\Delta\approx50\) for \(\beta_{ES}=4\) and 35 for 2.8. Assume a generous \(\sigma_0=10^3\) S/cm and a field of \(1.9\times10^3\) V/cm. At 30 K the current density is \(10^{-24.2}\times10^3\times1.9\times10^3\approx10^{-18}\ \mathrm{A/cm^2}\), a few electrons per second through a square centimetre. At 10 K the ohmic conductivity is smaller by another sixteen orders, and a lower field would be needed to measure it: at the field used here, the field energy over the longest hop would be about \(5kT\). Equation (18) shows what would help: a larger \(\xi\sqrt{g_0U}\). Raising \(\xi\), or \(g_0\) at fixed band width, also increases the overlap between neighbouring traps and so brings the system closer to delocalization.

## The model beside a real film

The parameters are illustrative, chosen with defect-rich hydrogenated amorphous carbon, a low-k candidate, in mind. The permittivity is ordinary for such films. The trap density, \(7.5\times10^{19}\ \mathrm{cm^{-3}}\) in a band 1.5 eV wide, is high, and a good dielectric should have far fewer traps. The transfer energy between traps at the mean spacing \(R=2.4\) nm can be estimated, as for hydrogen-like states, by \((U/\xi)(1+R/\xi)e^{-R/\xi}\approx0.05\) eV, to within a factor of about two. The band is a few tens of times wider, which supports localized states at this mean spacing, although closer pairs are coupled more strongly.

The assumption that a device breaks most clearly is ohmic conduction. One volt across 50 nm is 0.20 MV/cm, while at 300 K the field energy over the longest possible hop, \(\eta\xi/2=5.5\) nm, already equals \(kT\) at 0.047 MV/cm. At the device field it is \(0.20/0.047\approx4.3\) times \(kT\). This length is an upper bound, reached only between two states at the Fermi level; typical hops near the critical exponent are about half as long. If a bond gained the full \(4.3\,kT\), its ratio of current to voltage would rise by a factor of about \((e^{4.3}-1)/4.3\approx17\). This is not an upper bound for the film, because the voltage concentrates on the critical bonds, which can gain more than the average field would give over their length. The correlation length of the conducting network, estimated as the longest hop times \(\eta^{0.88}\) (0.88 being the correlation-length exponent of percolation in three dimensions) with an unknown factor of order one, is of order 100 nm at 300 K. The film is not thick compared with this length, so a bulk conductivity is only a guide. Below about 2 K the upper bound \(\eta\xi/2\) on the hop length would exceed the film thickness, and screening by the electrodes would invalidate the unscreened \(U/r\) before that point. The numerical output below lists these estimates.

## Computed values

```
Inputs: kappa 3.0, xi 0.50 nm, g0 5.0e+19 /(eV cm3)
Inputs: trap band 1.5 eV, film 50 nm, bias 1.0 V
Interaction constant U: 0.4800 eV nm
Gap coefficient alpha used: 0.9549; gap scale: 0.0761 eV
Closure weight 0.5: power 2.006, alpha 0.959
Closure weight 1.0: power 2.005, alpha 0.482
Coulomb glass: 16 samples of 512 sites
Glass count ratio, window 0.4 to 0.2: 13.69
Same ratio without interaction: 2.04
Glass alpha from window 0.4: 1.14
Lowest one-electron move cost in glass: 0.0001 U/spacing
Network with gap: T, eta, window eta*kT, longest hop, log10(sigma/sigma0)
   300.0 K     22.14  0.5724 eV     5.54 nm     -9.62
   100.0 K     33.20  0.2861 eV     8.30 nm    -14.42
    30.0 K     55.77  0.1442 eV    13.94 nm    -24.22
    10.0 K     92.24  0.0795 eV    23.06 nm    -40.06
     1.0 K    285.57  0.0246 eV    71.39 nm   -124.02
     0.1 K    900.11  0.0078 eV   225.03 nm   -390.91
Local power between 300.0 K and 100.0 K: 0.369
Local power between 100.0 K and 30.0 K: 0.431
Local power between 30.0 K and 10.0 K: 0.458
Local power between 10.0 K and 1.0 K: 0.491
Local power between 1.0 K and 0.1 K: 0.499
Constant density: eta 18.15 at 300 K, 56.79 at 3 K
Power for constant density: 0.248
Conductivity loss factor from gap at 300 K: 54.4
Kirchhoff: -change of ln G / change of eta, 300 to 30 K: 1.017
beta_ES: 7.27 (3000 sites), 7.54 (1000 sites)
With pair attraction: beta_ES 6.54, power 0.499
beta_M: 17.5
T_ES: 8.102e+04 K = 6.98 eV; T_M: 3.254e+07 K
Crossing of the two limiting laws: 202 K, eta there 20.0
Gapped eta / constant-density law at 30000 K (model check): 1.009
Trap density: 7.50e+19 /cm3, spacing 2.37 nm
Transfer energy estimate: 0.0481 eV; band width/transfer 31.2
Half trap band: 0.75 eV, against window 0.57 eV at 300 K
Device field: 0.20 MV/cm
Field for e*F*(longest hop) = kT at 300 K: 0.0467 MV/cm
Network correlation length, rough, at 300 K: 85 nm
Field for e*F*(longest hop) = kT at 30 K: 0.0019 MV/cm
Network correlation length, rough, at 30 K: 480 nm
Emission exponent at 300 K for 1.0 eV depth: 38.7
Thermal filling of gap, relative change of N, at 10 K: 3.5e-04
Longest hop reaches film thickness at: 2.03 K
```
